# Coulomb Sturmians: charge eigenvalues, weighted orthogonality and completeness, part 1

(Sections cited here and not found follow in the second part.)

## 1. The result

Atomic units are used, the nucleus is fixed and the motion is nonrelativistic. Fix a number $k>0$ and an integer $l\ge 0$, and consider the radial equation

$$-\tfrac12 u''+\frac{l(l+1)}{2r^2}u+\frac{k^2}{2}u=\beta\,\frac{u}{r},\qquad 0<r<\infty. \tag{1}$$

It is the hydrogenic equation for $\psi=u(r)Y_{l\mu}/r$ at the fixed energy $-k^2/2$, with the nuclear charge $\beta$ as the unknown. A solution means a function with $u$ and $u'$ absolutely continuous on every closed subinterval of $(0,\infty)$. Two scalar products are needed:

$$\langle f,g\rangle_w=\int_0^\infty f^*g\,\frac{dr}{r},$$

$$(f,g)_k=\int_0^\infty\Big[\tfrac12 f'^*g'+\Big(\frac{l(l+1)}{2r^2}+\frac{k^2}{2}\Big)f^*g\Big]dr .$$

The first defines the space $\mathcal H_w=L^2(dr/r)$. The second is used on the energy space $D_l$ of absolutely continuous $f$ with $f(0)=0$ and $(f,f)_k<\infty$.

**Theorem.** Let $\beta$ be any complex number and impose no boundary condition. Equation (1) has a nonzero solution in $\mathcal H_w$ exactly when $\beta=nk$ with $n=l+1,l+2,\dots$, and the solution is then a multiple of the Coulomb Sturmian

$$u_{nl}(r)=N_{nl}\,x^{l+1}e^{-x/2}L^{2l+1}_{n-l-1}(x),\quad x=2kr,\quad N_{nl}^2=\frac kn\frac{(n-l-1)!}{(n+l)!}. \tag{2}$$

At fixed $l$, with $u_n\equiv u_{nl}$:

(a) $\langle u_n,u_{n'}\rangle_w=(k/n)\,\delta_{nn'}$, $(u_n,u_{n'})_k=k^2\delta_{nn'}$ and $\int u_n^2\,dr=1$.

(b) The $u_n$ are a complete orthogonal basis of $\mathcal H_w$ and of $D_l$, with the same coefficients $c_n=(n/k)\langle u_n,f\rangle_w$ in both spaces. The spectrum in the charge is the set $\{nk\}$ and has no continuous part.

(c) In the plain space $L^2(dr)$ the span of the $u_n$ is dense, but the $u_n$ are not orthogonal, and $\sum|c_n|^2$ is not equivalent to the squared norm. The series $\sum c_nu_n$ converges in $L^2(dr)$ for $f\in D_l$. Nothing is claimed here about its convergence for a general $f\in L^2(dr)$.

The word "complete" therefore has to be read with a named space. The numerical check tests the formulas, and its output supplies the numbers quoted below.

## 2. The regular solution and its termination

With $x=2kr$ one has $d^2/dr^2=4k^2\,d^2/dx^2$, $1/r^2=4k^2/x^2$ and $1/r=2k/x$. Dividing (1) by $-2k^2$ and writing $\nu=\beta/k$ gives

$$u_{xx}=\Big[\frac{l(l+1)}{x^2}+\frac14-\frac{\nu}{x}\Big]u .$$

Put $u=g\,y$ with $g=x^{l+1}e^{-x/2}$. Then $g'/g=(l+1)/x-\tfrac12$, and

$$\frac{g''}{g}=\Big(\frac{g'}{g}\Big)^2+\Big(\frac{g'}{g}\Big)'=\frac{l(l+1)}{x^2}-\frac{l+1}{x}+\frac14 .$$

In $u_{xx}/g=y''+2(g'/g)y'+(g''/g)y$ the terms $l(l+1)/x^2$ and $\tfrac14$ cancel against the right-hand side. Multiplying the remainder by $x$ leaves

$$xy''+(2l+2-x)y'+(\nu-l-1)y=0 .$$

For $y=\sum_ja_jx^j$ the coefficient of $x^j$ is $(j+1)j\,a_{j+1}+(2l+2)(j+1)a_{j+1}-ja_j+(\nu-l-1)a_j$, and it vanishes when

$$a_{j+1}=\frac{j+l+1-\nu}{(j+1)(j+2l+2)}\,a_j,\qquad a_0=1. \tag{3}$$

The ratio $a_{j+1}/a_j$ tends to zero, so the series converges for all $x$ and every complex $\nu$. The function $u_{\rm reg}=gy$ is the regular solution, and $u_{\rm reg}=x^{l+1}(1+O(x))$ at the origin.

The series terminates when a numerator vanishes, which happens for $\nu=n$ with $n=l+1+m$, $m=0,1,2,\dots$ Set $\alpha=2l+1$. The numerators are then $j-m$ and the denominators $(j+1)(j+1+\alpha)$, and their product gives $a_j=(-1)^j\frac{m!}{(m-j)!}\frac{\alpha!}{j!\,(j+\alpha)!}$ for $j\le m$. Multiplication by $(m+\alpha)!/(m!\,\alpha!)$ produces

$$L_m^\alpha(x)=\sum_{j=0}^m\frac{(-1)^j(m+\alpha)!}{(m-j)!\,(j+\alpha)!\,j!}\,x^j, \tag{4}$$

which is taken as the definition of the Laguerre polynomial in (2). It has degree exactly $m$, leading coefficient $\lambda_m=(-1)^m/m!$, and $L_m^\alpha(0)=(m+\alpha)!/(m!\,\alpha!)$. The functions (2) vanish like $r^{l+1}$ and decay exponentially, so they lie in $\mathcal H_w$, $D_l$ and $L^2(dr)$. That no other $\beta$ is possible is proved in part 7.

If the charge is held at a value $Z$ instead, the condition $nk=Z$ fixes $k=Z/n$ and the energy $-Z^2/2n^2$. A hydrogenic orbital is thus the Sturmian $u_{nl}$ with exponent $Z/n$. The orbitals of one atom share the charge and differ in exponent, and their radial scale $1/k=n/Z$ grows with $n$ on top of the growth of the polynomial. The Sturmians share the exponent and differ in charge.

## 3. The origin needs no boundary condition

Equation (1) is linear and of second order, so its solutions form a two-dimensional space. Let $u_1=u_{\rm reg}=c\,r^{l+1}(1+O(r))$ with $c=(2k)^{l+1}$, choose $r_1$ so small that $u_1\ne0$ on $(0,r_1]$, and set $u_2=u_1h$ with $h(r)=\int_r^{r_1}ds/u_1(s)^2$. From $h'=-1/u_1^2$ and $h''=2u_1'/u_1^3$ follows $2u_1'h'+u_1h''=0$, so $u_2''=u_1''h$ and $u_2$ solves (1). Integrating $u_1^{-2}=c^{-2}r^{-2l-2}(1+O(r))$ gives $h=c^{-2}r^{-2l-1}(1+o(1))/(2l+1)$, where for $l=0$ the correction is of relative order $r\ln r$. Hence

$$u_2=\frac{r^{-l}}{c\,(2l+1)}\,(1+o(1)).$$

Any solution $Au_1+Bu_2$ with $B\neq0$ behaves as $r^{-l}$, and $\int_0 r^{-2l-1}dr$ diverges for every $l\ge0$, logarithmically for $l=0$. A solution in $\mathcal H_w$ is therefore a multiple of $u_{\rm reg}$. The weight matters here: for $l=0$ the second solution tends to a constant and is square integrable at the origin in the plain measure $dr$, where the condition $u(0)=0$ has to be added by hand.

The program integrates the decaying $l=0$ solution inward at $k=1.3\ \text{bohr}^{-1}$. For $\beta/k=1.5$ the value at $r=10^{-8}$ bohr is $0.318$ of the maximum of $|u|$ (the program prints $0.319$ because it takes the maximum only over the integrator's steps, which slightly miss the peak), and the weighted integral is tested to grow by $|u(0)|^2\ln10$ per decade of $r$, to a relative $10^{-3}$. For $\beta/k=2$ the same ratio is $4.2\times10^{-8}$, the order expected of a function that vanishes linearly in $r$.

## 4. Weighted orthogonality

Write (1) as $u''=(q-2\beta/r)u$ with $q=l(l+1)/r^2+k^2$. Let $u$ be a solution for some $\beta$, and define $W=u_nu'-u\,u_n'$. The products of first derivatives cancel in $W'$, and so do the terms in $q$:

$$W'=u_nu''-u\,u_n''=-\frac{2\beta}{r}u_nu+\frac{2nk}{r}u_nu=2(nk-\beta)\frac{u_nu}{r}. \tag{5}$$

For $u=u_{n'}$, $\beta=n'k$, the function $W$ is $O(r^{2l+1})$ at the origin and decays exponentially at infinity. Integration over $(0,\infty)$ gives $(n-n')\langle u_n,u_{n'}\rangle_w=0$, which is orthogonality with weight $1/r$ for $n\ne n'$. The weight is the function that multiplies the eigenvalue in (1), just as the weight 1 multiplies the energy in the ordinary problem. The program tests the integrated form of (5) on $[0,3]$ bohr with a complex $\beta$.

## 5. Normalization and the plain overlap

**Rodrigues formula.** In Leibniz's rule for $d^m(x^{m+\alpha}e^{-x})/dx^m$, let $j$ derivatives act on $e^{-x}$, giving $(-1)^je^{-x}$, and $m-j$ on the power, giving $\frac{(m+\alpha)!}{(\alpha+j)!}x^{\alpha+j}$. The binomial factor is $m!/(j!\,(m-j)!)$. Comparison with (4) shows

$$x^\alpha e^{-x}L_m^\alpha(x)=\frac1{m!}\frac{d^m}{dx^m}\big(x^{m+\alpha}e^{-x}\big). \tag{6}$$

Multiply (6) by a function $p$, smooth on $[0,\infty)$, that together with its first $m$ derivatives grows more slowly than $e^{sx}$ for some $s<1$, and integrate by parts $m$ times. Each boundary term contains a derivative of $x^{m+\alpha}e^{-x}$ of order below $m$, which carries at least the factor $x^{\alpha+1}e^{-x}$ and vanishes at both ends. So

$$\int_0^\infty x^\alpha e^{-x}L_m^\alpha\,p\,dx=\frac{(-1)^m}{m!}\int_0^\infty x^{m+\alpha}e^{-x}p^{(m)}dx. \tag{7}$$

For a polynomial $p$ of degree below $m$ the right side is zero, which proves the orthogonality of part 4 a second time. For $p=L_m^\alpha$ one has $p^{(m)}=m!\lambda_m=(-1)^m$, and

$$h_m\equiv\int_0^\infty x^\alpha e^{-x}(L_m^\alpha)^2dx=\frac{(m+\alpha)!}{m!}=\frac{(n+l)!}{(n-l-1)!}.$$

Since $dr/r=dx/x$ and $x^{2l+2}/x=x^\alpha$, the weighted norm is $\langle u_n,u_n\rangle_w=N_{nl}^2h_m$. The choice $N_{nl}^2=k/(nh_m)$ in (2) makes it $k/n$.

**Three-term recurrence.** The polynomials $L_0,\dots,L_{m+1}$ (upper index $\alpha$ dropped) have all degrees up to $m+1$, so $xL_m$ is a combination of them. The coefficient of $L_j$ is $\int x^\alpha e^{-x}L_m\,(xL_j)\,dx/h_j$, which vanishes by (7) when $j+1<m$. Thus $xL_m=A_mL_{m+1}+B_mL_m+C_mL_{m-1}$. The leading coefficients give $A_m=\lambda_m/\lambda_{m+1}=-(m+1)$. The integral $\int x^{\alpha+1}e^{-x}L_mL_{m-1}dx$ equals $C_mh_{m-1}$ and also $A_{m-1}h_m$, and $h_m/h_{m-1}=(m+\alpha)/m$, so $C_m=-(m+\alpha)$. Setting $x=0$ and using $L_{m+1}(0)/L_m(0)=(m+\alpha+1)/(m+1)$ and $L_{m-1}(0)/L_m(0)=m/(m+\alpha)$ gives $0=-(m+\alpha+1)+B_m-m$. Hence $B_m=2m+\alpha+1=2n$.

**Overlap.** With $dr=dx/2k$, the plain overlap is

$$S_{nn'}=\int_0^\infty u_nu_{n'}dr=\frac{N_{nl}N_{n'l}}{2k}\int_0^\infty x^\alpha e^{-x}(xL_m)L_{m'}dx .$$

It vanishes for $|n-n'|>1$. On the diagonal, $S_{nn}=\frac{k}{nh_m}\frac{2n\,h_m}{2k}=1$, so this normalization is also the usual one of the hydrogenic orbital. Next to the diagonal, $N_{nl}N_{n+1,l}=k/\sqrt{n(n+1)h_mh_{m+1}}$ and the integral is $A_mh_{m+1}$. With $m+1=n-l$ and $h_{m+1}/h_m=(n+l+1)/(n-l)$,

$$S_{n,n+1}=-\frac{n-l}{2\sqrt{n(n+1)}}\sqrt{\frac{n+l+1}{n-l}}=-\frac12\sqrt{\frac{(n-l)(n+l+1)}{n(n+1)}}. \tag{8}$$

The program checks (3), (4), (6) and the equation itself by exact algebra for $l=0,1,2$ and five values of $n$ each, and the weighted, energy and plain overlap matrices from exact moments.

## 6. Completeness in the weighted space

**Lemma.** If $f\in\mathcal H_w$ and $\langle u_n,f\rangle_w=0$ for all $n$, then $f=0$ almost everywhere.

*Moments.* Because $L_m^\alpha$ has degree exactly $m$, each power $x^j$ is a finite combination of $L_0,\dots,L_j$. The span of the $u_n$ is therefore the set of all $r^{l+1}e^{-kr}p(r)$ with $p$ a polynomial. With $\varphi(r)=f(r)\,r^le^{-kr}$ the hypothesis reads $\int_0^\infty\varphi\,r^jdr=0$ for $j=0,1,2,\dots$

*Integrability.* For $0\le\sigma<k$, the Cauchy–Schwarz inequality applied to $|f|r^{-1/2}$ and $r^{l+j+1/2}e^{-(k-\sigma)r}$ gives

$$\int_0^\infty|\varphi|\,r^je^{\sigma r}dr\le\|f\|_w\Big(\int_0^\infty r^{2l+2j+1}e^{-2(k-\sigma)r}dr\Big)^{1/2}<\infty. \tag{9}$$

*The Fourier transform vanishes.* Define $M_j(t)=\int_0^\infty\varphi\,r^je^{itr}dr$ for real $t$. For real $s$ with $|s|<k$, expand $e^{isr}$ in its power series. The partial sums are bounded by $e^{|s|r}$, so (9) and dominated convergence allow termwise integration:

$$M_j(t+s)=\sum_{p=0}^\infty\frac{(is)^p}{p!}M_{j+p}(t).$$

All $M_j(0)$ vanish, so all $M_j$ vanish on $|t|\le k/2$. Repeating the step from $t=\pm k/2$, then from $\pm k$, and so on, covers the real line. In particular $M_0(t)=0$ for all real $t$.

*Uniqueness.* Let $G_\epsilon(y)=\frac1{2\pi}\int e^{-\epsilon^2t^2/2}e^{ity}dt=(2\pi\epsilon^2)^{-1/2}e^{-y^2/2\epsilon^2}$. The double integral below converges absolutely, so the order of integration may be exchanged:

$$\int_0^\infty\varphi(r)G_\epsilon(r-y)\,dr=\frac1{2\pi}\int e^{-\epsilon^2t^2/2}e^{-ity}M_0(t)\,dt=0 .$$

Integrate this over $y\in[a_1,a_2]\subset(0,\infty)$. The factor $\int_{a_1}^{a_2}G_\epsilon(r-y)dy$ lies between 0 and 1, and as $\epsilon\to0$ it tends to 1 for $r$ inside the interval and to 0 outside. Dominated convergence gives $\int_{a_1}^{a_2}\varphi\,dr=0$ for every interval. An integrable function is almost everywhere the derivative of its integral, so $\varphi=0$ and $f=0$ almost everywhere. ∎

**Expansion.** The functions $e_n=\sqrt{n/k}\,u_n$ are orthonormal in $\mathcal H_w$. Let $\gamma_n=\langle e_n,f\rangle_w$ and let $f_M$ be the sum of the first $M$ terms $\gamma_ne_n$. Then $0\le\|f-f_M\|_w^2=\|f\|_w^2-\sum^M|\gamma_n|^2$, so $\sum|\gamma_n|^2$ converges, the $f_M$ form a Cauchy sequence, and they have a limit $\tilde f$ because $\mathcal H_w$ is complete. The difference $f-\tilde f$ is orthogonal to every $e_n$ and vanishes by the lemma. With $\gamma_ne_n=c_nu_n$,

$$f=\sum_nc_nu_n,\qquad c_n=\frac nk\langle u_n,f\rangle_w,\qquad\langle f,f\rangle_w=\sum_n\frac kn|c_n|^2. \tag{10}$$

The same proof gives density in $L^2(dr)$. If $f\in L^2(dr)$ and $\int u_nf\,dr=0$ for all $n$, take $\varphi=f\,r^{l+1}e^{-kr}$; the bound (9) holds with $\|f\|$ and $r^{2l+2j+2}$, and the rest is unchanged. The proof rests on the common factor $e^{-kr}$, which turns orthogonality into a statement on the moments of one function. For the bound states of one atom the exponent changes with $n$, the first step is not available, and part 11 shows that the conclusion is false for them.

## 7. No other eigenvalue

Let $u\in\mathcal H_w$ solve (1) with any complex $\beta$. By part 3, $u$ is a multiple of $u_{\rm reg}$, so $W=u_nu'-u\,u_n'=O(r^{2l+1})\to0$ at the origin. For $r\ge1$ the coefficient $q-2\beta/r$ is bounded by a constant $C$, so $|u''|\le C|u|$ and

$$|u'(r)|\le|u'(1)|+C\int_1^r\frac{|u|}{\sqrt s}\sqrt s\,ds\le|u'(1)|+C\|u\|_w\frac{r}{\sqrt2}.$$

Thus $u'=O(r)$ and $u=O(r^2)$. Since $u_n$ and $u_n'$ decay exponentially, $W\to0$ at infinity. Integrating (5) gives $(nk-\beta)\langle u_n,u\rangle_w=0$ for every $n$. If $\beta$ is none of the $nk$, all coefficients vanish and $u=0$ by the lemma. If $\beta=n_0k$, only $c_{n_0}$ survives in (10) and $u\propto u_{n_0}$. This proves the first statement of the theorem.

## 8. No continuum

Multiplying (1) by $r$ gives $\tau u=\beta u$ with $\tau=r\big[-\tfrac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+\frac{k^2}{2}\big]$. Let $T$ be $\tau$ acting on all $f\in\mathcal H_w$ with $f,f'$ locally absolutely continuous and $\tau f\in\mathcal H_w$. A number $\beta$ is outside the spectrum of $T$ if $(\tau-\beta)f=g$ has exactly one solution in this domain for each $g\in\mathcal H_w$, with $\|f\|_w\le\text{const}\cdot\|g\|_w$. This holds for every $\beta\notin\{nk\}$.

Let $d=\min_n|nk-\beta|>0$ and $\gamma_n=\langle e_n,g\rangle_w$, and define

$$f=R(\beta)g=\sum_n\frac{\gamma_n}{nk-\beta}\,e_n,\qquad\|f\|_w^2=\sum_n\frac{|\gamma_n|^2}{|nk-\beta|^2}\le\frac{\|g\|_w^2}{d^2}.$$

The partial sums obey $(\tau-\beta)f_M=g_M$. For a real smooth $\phi$ with compact support in $(0,\infty)$, two partial integrations without boundary terms give $\int f_M(\tau-\beta)\phi\,dr/r=\int\phi\,g_M\,dr/r$, and both sides converge in $\mathcal H_w$ as $M\to\infty$. Written out, the limit is $\int\phi''f\,dr=\int\phi\,\eta\,dr$ with the locally integrable function $\eta=qf-2(\beta f+g)/r$. Let $F$ be a second antiderivative of $\eta$. Then $\int\phi''(f-F)\,dr=0$ for all such $\phi$. Averaging $f-F$ with a narrow smooth bump therefore gives functions of zero second derivative, which are linear, and their limit $f-F$ as the bump shrinks is linear too. So $f$ has an absolutely continuous derivative, $f''=\eta$, and $(\tau-\beta)f=g$. The solution is unique because the difference of two solutions solves (1) in $\mathcal H_w$ and vanishes by part 7.

The spectrum of $T$ is thus exactly $\{nk\}$. Every $f$ in the domain equals $R(\beta)(\tau-\beta)f$, so

$$\|(\tau-\beta)f\|_w\ge d\,\|f\|_w .$$

A point of a continuous spectrum would admit normalized wave packets with $\|(\tau-\beta)f\|_w\to0$, and this inequality excludes them. Taking $\beta=0$ shows that $T$ is the inverse of the bounded symmetric operator $\sum_ne_n\langle e_n,\cdot\rangle_w/(nk)$, so $T$ is self-adjoint and diagonal in the $e_n$. Cutting $R(\beta)$ after $M$ terms changes it in norm by $\sup1/|nk-\beta|$ over the omitted $n$, which tends to zero, so the resolvent is a norm limit of operators of finite rank.

The physical reason is visible in $u''/u=k^2+l(l+1)/r^2-2\beta/r$. For every real $\beta$ this is positive beyond $r=2|\beta|/k^2$, so large distances are classically forbidden whatever the eigenvalue. In the energy problem $u''/u\to-2E$, and for $E>0$ the solutions oscillate out to infinity. The result depends on $k>0$. As $k\to0$ the spacing $k$ of the eigenvalues closes, and for $k=0$ or imaginary $k$ (zero or positive energy) the factor $e^{-kr}$ no longer decays, so the bound (9) and the vanishing of $W$ at infinity are both lost.

The program diagonalizes a finite-difference version of (1) at $k=1.3\ \text{bohr}^{-1}$, with no use of (2). After Richardson extrapolation in the step, the lowest eight values of $\beta/k$ are tested to equal $l+1,l+2,\dots$ to a relative $10^{-5}$ for $l=0,1,2$. In boxes of 50, 100 and 200 bohr the number of $l=0$ charge eigenvalues below $10.5k$ is 10 each time, since the turning point $2n/k$ of the tenth function, about 15 bohr, is far inside the smallest box. The number of hydrogen $s$ levels between 0 and 0.5 hartree in the same boxes is 11, 25 and 53. Around any fixed wave number $p>0$ the spacing of the allowed values approaches $\pi/R$ as the box size $R$ grows (close to $p=0$ the Coulomb tail makes it wider), so this count grows without limit, which is how a continuum shows itself in a box.

This part has shown that equation (1) has nonzero solutions in $\mathcal H_w$ only for $\beta=nk$, that these Sturmians are a complete orthogonal basis of $\mathcal H_w$, and that the spectrum in the charge has no continuous part. What remains is completeness in the energy space $D_l$, the behaviour of the expansion in the plain norm, the extension to three dimensions, and a worked example with the He⁺ 1s function.
